# Master Curve of the Inhomogeneous Field Mechanism of Ferroelectric Switching

## 1. Two kinds of region

Take a ferroelectric that is fully poled in reverse, and apply a constant field \(E_m\) at time \(0\). Let half of its volume feel the local field \(0.8E_m\) and the other half \(1.2E_m\). A region in local field \(E\) switches abruptly at time \(\tau(E)\), which falls as \(E\) rises.

At time \(t\), the regions that have switched are those with \(\tau(E)\le t\). Define the threshold field \(E_{th}(t)\) by \(\tau(E_{th})=t\). Because \(\tau\) decreases, \(\tau(E)\le t\) means the same as \(E\ge E_{th}(t)\). The switched fraction \(p\) is therefore

- \(0\) if \(1.2E_m<E_{th}(t)\),
- \(1/2\) if \(0.8E_m<E_{th}(t)\le 1.2E_m\),
- \(1\) if \(E_{th}(t)\le 0.8E_m\).

Field and time enter through the single ratio \(E_m/E_{th}(t)\). Curves of \(p\) against \(E_m\), each taken at a fixed time, differ by a stretch of the field axis and coincide once that axis is rescaled. The common curve displays the distribution of local fields, and the stretch factor displays the law \(\tau(E)\).

## 2. Assumptions and general result

The general case rests on four assumptions.

- **A1.** A region in local driving field \(E>0\) switches at time \(\tau(E)\), with \(\tau\) continuous and strictly decreasing. The event is abrupt compared with the spread of switching times over the sample. Regions with \(E\le0\) do not switch.
- **A2.** Local fields stay frozen during switching: regions that have switched do not alter the field in the others.
- **A3.** Field disorder scales with the applied field: \(E=sE_m\), where the probability density \(\varphi(s)\) depends on neither \(E_m\) nor \(t\).
- **A4.** All regions carry the same switchable polarization per volume, so \(p\) is both a volume fraction and a polarization fraction.

Sections 6 and 7 show what happens when scaling or abruptness is given up.

With the unit step \(\Theta\), the switched fraction is by definition

\[
p(E_m,t)=\int\varphi(s)\,\Theta\big(t-\tau(sE_m)\big)\,ds .
\]

The step equals one when \(\tau(sE_m)\le t\), that is, when \(sE_m\ge E_{th}(t)\). The lower limit of \(s\) is thus \(E_{th}/E_m\), and

\[
p(E_m,t)=Q\!\left(\frac{E_{th}(t)}{E_m}\right),\qquad Q(s)=\int_s^\infty\varphi(s')\,ds'. \tag{1}
\]

To replace \(E_{th}\) by a field that can be read from data, differentiate at fixed \(t\). With \(s=E_{th}/E_m\) we have \(\partial s/\partial\ln E_m=-s\) and \(Q'(s)=-\varphi(s)\), so the two minus signs cancel:

\[
\frac{\partial p}{\partial\ln E_m}=s\,\varphi(s)\Big|_{s=E_{th}/E_m}. \tag{2}
\]

Suppose \(s\varphi(s)\) has a single maximum, at \(s^*\). At each time the logarithmic slope then peaks at the field

\[
E_{max}(t)=\frac{E_{th}(t)}{s^*}. \tag{3}
\]

Inserting \(E_{th}=s^*E_{max}\) into (1) gives the master curve

\[
p(E_m,t)=M\!\left(\frac{E_m}{E_{max}(t)}\right),\qquad M(v)=Q\!\left(\frac{s^*}{v}\right). \tag{4}
\]

\(M\) is not a universal function; it encodes \(\varphi\) and changes from sample to sample. If \(s\varphi\) has several maxima, the field at which \(p\) reaches a fixed value can serve instead of \(E_{max}\), provided \(p\) has no plateau at that value; by (1) this field too is proportional to \(E_{th}(t)\). If some regions have \(s\le0\), then \(M\) saturates at \(Q(0)<1\).

**Converse.** Keep A1, A2 and A4, but let the cumulative distribution of local fields, \(F(E;E_m)\), depend on \(E_m\) in any way. Then \(p=1-F(E_{th}(t);E_m)\). If the data collapse as \(p=\Phi(E_m/E_{th}(t))\), then \(F(E;E_m)=1-\Phi(E_m/E)\) for every \(E\) that \(E_{th}(t)\) passes through. This depends on \(E/E_m\) alone, so the disorder scales over that range. Measured curves, however, are rescaled by a field found from the data, not by the unknown \(E_{th}\). Under these assumptions, failure to collapse refutes A3, but collapse alone does not prove it. For example, local fields \(E=c\,sE_m^k\) with constant \(c\) and \(k\ne1\) give \(p=Q(E_{th}/(cE_m^k))\), which collapses when \(E_m\) is divided by \(E_{th}^{1/k}\). This alternative is excluded if the mean local field is known to be proportional to \(E_m\), as in Section 6.

## 3. From data to \(\varphi(s)\) and \(\tau(E)\)

Let \(g(v)\) be the measured slope \(\partial p/\partial\ln E_m\) at \(v=E_m/E_{max}\). Equation (2) with \(s=s^*/v\) gives

\[
\varphi(s)=\frac{g(s^*/s)}{s}. \tag{5}
\]

The number \(s^*\) is still needed. Switching data alone cannot supply it: multiplying every \(s\) and \(E_{th}\) by the same constant leaves (1) unchanged. One further fact about the distribution fixes the scale. Suppose all \(s\) are positive and their mean \(\langle s\rangle\) is known and finite. Integration by parts gives

\[
\int_0^\infty Q\,ds=\big[sQ\big]_0^\infty+\int_0^\infty s\varphi\,ds=\langle s\rangle ,
\]

where the boundary term vanishes because the mean is finite. Now substitute \(s=s^*/v\), so that \(ds=-s^*dv/v^2\); the minus sign reverses the limits. With \(Q(s^*/v)=M(v)\),

\[
\langle s\rangle=s^*\int_0^\infty\frac{M(v)}{v^2}\,dv
\quad\Longrightarrow\quad
s^*=\frac{\langle s\rangle}{\int_0^\infty M(v)\,v^{-2}\,dv}. \tag{6}
\]

The analysis of measured curves then runs as follows.

1. For each time \(t\), tabulate \(p\) on a grid of \(\ln E_m\) and form the slope.
2. Fit a smooth function to the top of the slope and take its maximum as \(E_{max}(t)\).
3. Plot \(p\) against \(v=E_m/E_{max}(t)\) for all times. If the curves do not coincide, stop: at least one assumption fails.
4. Evaluate the integral in (6) as \(\int (M/v)\,d\ln v\). If \(M=1\) beyond the last point \(v_{max}\), the missing tail is \(\int_{v_{max}}^\infty v^{-2}dv=1/v_{max}\).
5. Obtain \(s^*\) from (6), then \(E_{th}(t)=s^*E_{max}(t)\). The pairs \((E_{th}(t),t)\) are points on the curve \(\tau(E)\), and (5) gives \(\varphi\).

If \(\langle s\rangle\) is unknown, steps 1 to 3 still hold, and \(\tau(E)\) follows up to one constant factor in the field.

## 4. Time dependence at fixed field

Define the local sensitivity of the switching time,

\[
a(t)=-\frac{d\ln\tau}{d\ln E}\bigg|_{E=E_{th}(t)}>0 .
\]

Differentiating \(\ln\tau(E_{th}(t))=\ln t\) with respect to \(\ln t\) gives \(-a\,d\ln E_{th}/d\ln t=1\). Hence \(\partial s/\partial\ln t=-s/a\) at fixed \(E_m\), and

\[
\frac{\partial p}{\partial\ln t}=\frac{s\varphi(s)}{a(t)}
\quad\Longrightarrow\quad
\frac{\partial p/\partial\ln E_m}{\partial p/\partial\ln t}=a(t). \tag{7}
\]

The first relation is the density of \(\ln t\) over which regions switch. In nucleation-limited switching models a distribution of switching times is an input; here it follows from \(\varphi\) and \(\tau(E)\). The second relation checks the model without knowledge of \(\varphi\): the ratio of slopes at a given time must be the same for all applied fields.

For Merz's law, \(\tau=\tau_0\exp(E_a/E)\), we have \(d\ln\tau/d\ln E=-E_a/E\). The condition \(\tau(E_{th})=t\) gives

\[
E_{th}(t)=\frac{E_a}{\ln(t/\tau_0)},\qquad a(t)=\frac{E_a}{E_{th}}=\ln\frac{t}{\tau_0}. \tag{8}
\]

## 5. Worked example

Hartree units are unnatural for this problem, so fields are in kV/mm and times in seconds. The round model parameters are \(\tau_0=10^{-10}\) s and \(E_a=30\) kV/mm. The field distribution is lognormal with logarithmic width \(\sigma=0.2\) and unit mean:

\[
s\varphi(s)=\frac{1}{\sigma\sqrt{2\pi}}\exp\!\left[-\frac{(\ln s-m)^2}{2\sigma^2}\right],\qquad m=-\frac{\sigma^2}{2}.
\]

The choice of \(m\) makes \(\langle s\rangle=e^{m+\sigma^2/2}=1\). The maximum lies at \(s^*=e^{m}=e^{-0.02}=0.9802\). Integrating over \(\ln s\) gives \(Q(s)=\tfrac12\operatorname{erfc}[(\ln s-m)/(\sqrt2\sigma)]\). Since \(\ln(s^*/v)-m=-\ln v\),

\[
M(v)=\tfrac12\operatorname{erfc}\!\left(-\frac{\ln v}{\sqrt2\,\sigma}\right). \tag{9}
\]

At \(t=1\) ms, \(a=\ln10^7=16.12\), so \(E_{th}=30/16.12=1.861\) kV/mm and \(E_{max}=1.861/0.9802=1.899\) kV/mm, or \(3.693\times10^{-6}\) atomic units. At 1 μs and 1 s, \(E_{max}\) is 3.323 and 1.329 kV/mm.

The recipe of Section 3 was tested on switching curves built directly from the definition of \(p\), as weighted sums over 300,000 values of \(s\), with applied fields from 0.4 to 12 kV/mm spaced by 0.02 in \(\ln E_m\). The analysis was given these curves and \(\langle s\rangle=1\), but neither \(\tau(E)\) nor \(\varphi\). It returned \(s^*=0.9802\) at all three times and thresholds of 3.257, 1.861 and 1.303 kV/mm, equal to the Merz values to the digits shown. Between \(v=0.5\) and \(v=2\) the rescaled curves differed by at most \(1.2\times10^{-4}\) in \(p\). They give \(M(0.8)=0.132\), \(M(1)=0.500\) and \(M(1.25)=0.868\): around \(E_{max}\), a 25 % increase of field raises the switched fraction from one half to 87 %.

The value \(M(1)=\tfrac12\) reflects the symmetry of this \(\varphi\) in \(\ln s\). A Weibull distribution of fields, \(Q=\exp[-(s/\lambda)^k]\), is skewed. With \(z=(s/\lambda)^k\) its slope function is \(s\varphi=kze^{-z}\), which peaks at \(z=1\). Hence \(s^*=\lambda\), \(M(v)=\exp(-v^{-k})\) and \(M(1)=e^{-1}=0.3679\). For \(k=5\) and unit mean, \(s^*=1.0891\). The same analysis found \(M(1)=0.3688\) and \(s^*\) between 1.0885 and 1.0886, about 0.05 % low. This bias is numerical: it comes from the finite step in \(\ln E_m\) and the fit to the asymmetric peak. A step of 0.005 with a more flexible fit recovers \(s^*=1.0891\) and \(M(1)=0.3679\).

At a fixed field of 2 kV/mm, the lognormal sample is half switched when the region with \(s=s^*\) switches. Its local field is \(0.9802\times2=1.960\) kV/mm, and \(t=10^{-10}\exp(30/1.960)\) s \(\approx0.44\) ms. Switching reaches 10 % at 14 μs and 90 % at 39 ms, a span of 3.44 decades. The slow side is longer because \(\ln\tau=\ln\tau_0+E_a/(sE_m)\) rises ever more steeply as \(\ln s\) decreases.

For comparison, a uniform region with Kolmogorov–Avrami–Ishibashi (KAI) kinetics, \(p=1-\exp[-(t/\tau)^\beta]\), reaches the fraction \(p\) at \(t=\tau[-\ln(1-p)]^{1/\beta}\). Its 10–90 % span is \(\beta^{-1}\log_{10}(\ln0.1/\ln0.9)=0.67\) decades for \(\beta=2\). In this example a modest spread of fields, amplified by the steep \(\tau(E)\), dominates the spread in time.

Relation (7) was tested at 1 ms with finite differences of \(\pm0.04\) in \(\ln E_m\) and \(\pm0.5\) in \(\ln t\). The slope ratio was 16.13 at 1.6 kV/mm and 16.07 at 2.2 kV/mm, against \(a=16.12\).

## 6. When does disorder scale?

In a linear dielectric with position-dependent permittivity and fixed charge density, the potential obeys a linear equation. Its solution is a part proportional to the electrode voltage plus a part due to the charges with both electrodes grounded. The local field component along the electrode normal is therefore

\[
E(\mathbf r)=s(\mathbf r)\,E_m+b(\mathbf r). \tag{10}
\]

Scaling requires \(b=0\). A permittivity that depends on field generally breaks it too, because the ratios of local to applied field then change with \(E_m\).

The mean of this component follows from geometry. Between flat parallel electrodes a distance \(d\) apart, the line integral of the normal component from one electrode to the other is the voltage \(E_md\), whatever the path's lateral position. Averaging over the area gives a volume mean of \(E_m\), with or without fixed charges. This justifies \(\langle s\rangle=1\) in (6) if the driving field is the normal component and \(s\) is positive everywhere; a strong contrast in permittivity can reverse the local field in places. If it is the component along a local polar axis, scaling survives for \(b=0\), but \(\langle s\rangle\) must be found separately. The geometric mean also runs over the whole volume between the electrodes, while (6) needs the mean over the switching material. A non-switching layer in series takes part of the voltage: a layer of 1 % of the thickness with permittivity 30, in a medium of permittivity 2000, leaves \(\langle s\rangle=1/(0.99+0.01\times2000/30)=0.60\) in the ferroelectric.

A two-dimensional calculation shows both statements. On a \(24\times24\) grid, periodic sideways, the permittivities were lognormal with logarithmic width 0.3. Without charges, the standard deviation of \(E/E_m\) was 0.1683 at applied fields of both 1 and 2 (arbitrary units). With random fixed charges, the same in both cases, it was 0.3557 at field 1 and 0.2222 at field 2: the charge contribution loses weight as the applied field grows. The mean of \(E/E_m\) was 1.0000 throughout.

The effect on switching is seen by adding an imprint field \(+b\) to half the regions and \(-b\) to the other half, independently of \(s\). The condition \(sE_m\pm b\ge E_{th}\) gives

\[
p=\tfrac12\left[Q\!\left(\frac{E_{th}-b}{E_m}\right)+Q\!\left(\frac{E_{th}+b}{E_m}\right)\right].
\]

This depends on \(b/E_{th}(t)\) as well as on \(E_m/E_{th}(t)\). Let \(E_{10}\) and \(E_{90}\) be the applied fields for 10 % and 90 % switching at a fixed time. Their ratio is unaffected by any rescaling of the field axis, so it must be independent of time if the curves collapse. For the lognormal example it is 1.670 at both 1 μs and 1 s. With \(b=0.3\) kV/mm it becomes 1.762 at 1 μs and 2.240 at 1 s. The damage is greater at long times because the threshold field is lower there.

## 7. Regions that do not switch abruptly

Now let each region follow KAI kinetics, \(1-\exp[-(t/\tau)^\beta]\). This is the probability that \(\tau W\le t\), where \(W\) is a random number with \(\mathrm{Prob}(W\le x)=1-e^{-x^\beta}\), independent of \(s\). The condition \(\tau(sE_m)\le t/W\) has the form used before, so

\[
p(E_m,t)=\left\langle Q\!\left(\frac{E_{th}(t/W)}{E_m}\right)\right\rangle_W . \tag{11}
\]

For Merz's law a threshold exists if \(t/W>\tau_0\). The excluded probability, \(\exp[-(t/\tau_0)^\beta]\), is negligible when \(t\gg\tau_0\).

The statistics of \(w=\ln W\) are needed. \(X=W^\beta\) is exponentially distributed with unit mean, so \(\langle X^q\rangle=\Gamma(1+q)\). The expansion \(\ln\Gamma(1+q)=-\gamma_Eq+\pi^2q^2/12+\dots\), with Euler's constant \(\gamma_E\), generates the cumulants of \(\ln X=\beta w\). Therefore \(\langle w\rangle=-\gamma_E/\beta\) and \(\mathrm{Var}(w)=\pi^2/(6\beta^2)\).

**Power law.** If \(\tau\propto E^{-\alpha}\), then \(E_{th}\propto t^{-1/\alpha}\) and \(E_{th}(t/W)=W^{1/\alpha}E_{th}(t)\). Equation (11) depends on \(E_m/E_{th}(t)\) alone: the collapse is exact, with a broadened master curve. The applied field that switches a given \((s,W)\) by time \(t\) is \(E_c=E_{th}(t/W)/s\), so \(\ln E_c=\ln E_{th}(t)+w/\alpha-\ln s\) and

\[
\mathrm{Var}(\ln E_c)=\mathrm{Var}(\ln s)+\frac{\pi^2}{6\beta^2\alpha^2}. \tag{12}
\]

For \(\alpha=8\), \(\beta=2\) and \(\sigma=0.2\), the logarithmic width (the square root of this variance) is 0.21547. Direct integration of the KAI response over \(\varphi\) gave this value at both 1 μs and 1 s.

**Merz's law.** With \(a=\ln(t/\tau_0)\), the threshold is \(E_{th}(t/W)=E_a/(a-w)\), and

\[
\ln\frac{E_{th}(t/W)}{E_{th}(t)}=-\ln\!\left(1-\frac wa\right)=\frac wa+\frac{w^2}{2a^2}+\dots
\]

Since \(dQ/d\ln s=-s\varphi\), averaging the first-order term gives

\[
p\simeq Q(s)+\frac{\gamma_E}{\beta a}\,s\varphi(s),\qquad s=\frac{E_{th}(t)}{E_m}. \tag{13}
\]

To this order the correction is a shift, \(E_{th}\to E_{th}e^{-\gamma_E/(\beta a)}\). Rescaling by the measured \(E_{max}\) absorbs it, and the curves still collapse. The recovered threshold, however, is lower by this factor. To the same order it is the field at which \(\tau e^{-\gamma_E/\beta}\), the geometric mean of \(\tau W\), equals \(t\).

The shape changes at order \(1/a^2\). To leading order, the variance is (12) with \(\alpha\) replaced by \(a(t)\), which depends on time. For the example with \(\beta=2\), direct integration gives logarithmic widths of 0.2104, 0.2036 and 0.2018 at 1 μs, 1 ms and 1 s; the estimates are 0.2118, 0.2039 and 0.2019. The width thus drifts by about 4 % over six decades of time, and the curves rescaled by \(E_{max}\) differ by up to 0.013 in \(p\).

At \(E_{th}/E_m=0.9\) and \(a=20\), the computed change of \(p\) is 0.0226 and (13) predicts 0.0263, which is 16 % too large. At \(a=80\) the values are 0.00634 and 0.00657. Each doubling of \(a\) from 20 to 80 reduced the difference by a factor of 4.05, as expected of a second-order remainder.

**No field disorder.** In the opposite limit all \(s=1\), and the width comes from local kinetics alone: \(\pi/(\sqrt6\,\beta a)\) to leading order. Under Merz's law it shrinks with time, approximately as \(1/a(t)\), so rescaling the field axis cannot make the curves coincide. The master curve is a good approximation under Merz's law when

\[
\mathrm{Var}(\ln s)\gg\frac{\pi^2}{6\beta^2a^2}. \tag{14}
\]

## 8. Use on real samples

Fields of a few kV/mm and times from microseconds to seconds are typical of switching experiments on bulk lead zirconate titanate ceramics. The example is of this order: 10 % switching at 1 s takes about 1.0 kV/mm, and 90 % switching at 1 μs about 4.3 kV/mm. Its parameters are not fitted to any material. The test of Section 5 used complete, noise-free curves up to 12 kV/mm, above the fields bulk ceramics usually withstand. In the lognormal example, data that end at \(v=1.25\) make \(s^*\) from (6) about 1 % low, and a constant background of 2 % in \(p\), with data starting at \(v=0.3\), makes it about 4 % low, because (6) weights small \(v\) by \(v^{-2}\). Thin films can need considerably higher fields, and \(E_a\) must then be chosen anew. Real samples can break A3 through trapped charge and through uncompensated polarization charge at grain boundaries, both of which contribute to \(b\) in (10). In the example, an imprint of 0.3 kV/mm raises \(E_{90}/E_{10}\) at 1 s from 1.67 to 2.24. Polarization charge also changes as neighbours switch, which breaks A2; this effect need not be small. Reversing an unscreened spherical region with \(P=0.3\) C/m² in a medium of relative permittivity 2000 changes the field by \(2P/(3\varepsilon_0\varepsilon)\approx11\) kV/mm inside it and by about 2.8 kV/mm on its axis at twice its radius, comparable to \(E_{th}\); A2 thus presumes screening or compensation of this charge. In a ceramic with randomly oriented polar axes, grains also contribute unequal polarization along the field, which breaks A4. In a circuit with series resistance, the field at the sample rises over a charging time, and data at comparable times do not meet the condition of constant \(E_m\).

The numerical output below lists the values used above.

## Computed results

```
tau0 = 1.0e-10 s, Ea = 30.0 kV/mm, sigma = 0.20
lognormal: s_star from density = 0.9802
  t=1e-06 s: Eth=3.257, Emax=3.323 kV/mm, blind s_star=0.9802, blind Eth=3.257 kV/mm
  t=1e-03 s: Eth=1.861, Emax=1.899 kV/mm, blind s_star=0.9802, blind Eth=1.861 kV/mm
  t=1e+00 s: Eth=1.303, Emax=1.329 kV/mm, blind s_star=0.9802, blind Eth=1.303 kV/mm
  largest spread of collapsed curves = 1.2e-04
  largest error of recovered s*phi(s) = 3.6e-03
  M(1) from sums = 0.5000, from density = 0.5000
  Emax at 1 ms = 3.693e-06 atomic units
  M(0.80) from sums = 0.1323
  M(1.25) from sums = 0.8676
Weibull: s_star from density = 1.0891
  t=1e-06 s: Eth=3.257, Emax=2.992 kV/mm, blind s_star=1.0885, blind Eth=3.257 kV/mm
  t=1e-03 s: Eth=1.861, Emax=1.710 kV/mm, blind s_star=1.0886, blind Eth=1.861 kV/mm
  t=1e+00 s: Eth=1.303, Emax=1.197 kV/mm, blind s_star=1.0886, blind Eth=1.303 kV/mm
  largest spread of collapsed curves = 8.2e-05
  largest error of recovered s*phi(s) = 3.8e-03
  M(1) from sums = 0.3688, from density = 0.3679
Em=2.0 kV/mm: 10 % switched at 1.391e-05 s
Em=2.0 kV/mm: 50 % switched at 4.426e-04 s
Em=2.0 kV/mm: 90 % switched at 3.870e-02 s
10-90 % span: 3.44 decades; one KAI region, beta=2: 0.67 decades
t=1 ms, Em=1.6 kV/mm: slope ratio = 16.13 (a = 16.12)
t=1 ms, Em=2.2 kV/mm: slope ratio = 16.07 (a = 16.12)
imprint +-0.0 kV/mm: E90/E10 = 1.670 at 1 us, 1.670 at 1 s
imprint +-0.3 kV/mm: E90/E10 = 1.762 at 1 us, 2.240 at 1 s
dielectric, no fixed charge: mean s = 1.0000, std s = 0.1683 (E=1), 0.1683 (E=2)
dielectric, fixed charge: mean s = 1.0000, std s = 0.3557 (E=1), 0.2222 (E=2)
KAI, ln(t/tau0)=20, Eth/Em=0.9: change of p = 0.02259, first order = 0.02628
KAI, ln(t/tau0)=40, Eth/Em=0.9: change of p = 0.01223, first order = 0.01314
KAI, ln(t/tau0)=80, Eth/Em=0.9: change of p = 0.00634, first order = 0.00657
remainder ratios on doubling ln(t/tau0): 4.05, 4.05
KAI+Merz, t=1e-06 s: a=9.21, log width = 0.2104, estimate = 0.2118
KAI+Merz, t=1e-03 s: a=16.12, log width = 0.2036, estimate = 0.2039
KAI+Merz, t=1e+00 s: a=23.03, log width = 0.2018, estimate = 0.2019
KAI+power law, alpha=8, t=1e-06 s: log width = 0.21547, formula = 0.21547
KAI+power law, alpha=8, t=1e+00 s: log width = 0.21547, formula = 0.21547
```
